# Why a More Absorbing Resist Can Have a Noisier Bottom Edge

**Question.** A resist that absorbs more extreme-ultraviolet light uses more of the photons it is given, and a larger photon count has a smaller relative fluctuation. Why, then, can the bottom edge of the exposed pattern become noisier when the absorption of the resist is raised at the same dose?

**Answer.**

## Two effects of one coefficient

In the model used here, the edge at the bottom of the film responds to photons absorbed near the bottom, not to the number absorbed in the whole film. Consider a small box resting on the substrate. Raising the absorption coefficient of the film does two things to it. Each photon that reaches the box is more likely to be absorbed there: this is capture. Fewer photons reach the box, because the resist above it absorbs more: this is shading. The film's total absorption gains from every extra photon stopped, wherever that happens. The box loses when shading outweighs capture.

To compare the two, let a uniform film of thickness $T$ have absorption coefficient $a$, with depth $z$ measured down from its top. Light enters at normal incidence, reflection is neglected, and $a$ does not change during exposure. In atomic units a photon of angular frequency $\omega$ has energy $\omega$, so an energy fluence $D$ corresponds to $n=D/\omega$ photons per unit area. This incident fluence is held fixed while $a$ is varied.

A layer of thickness $dz$ absorbs a fraction $a\,dz$ of the photon fluence $F$ reaching it. Hence

$$
\frac{dF}{dz}=-aF,\qquad F(z)=n e^{-az}.
$$

The number absorbed per unit volume is $-dF/dz=na e^{-az}$. The factor $a$ is capture and the exponential is shading.

For a bottom box of area $A$ and height $d<T$, the mean absorbed count is the number entering at $T-d$ minus the number leaving at $T$:

$$
\begin{aligned}
N_b&=A[F(T-d)-F(T)]\\
&=nA e^{-a(T-d)}\left(1-e^{-ad}\right).
\end{aligned}
$$

The whole column above the same area absorbs

$$
N_f=nA\left(1-e^{-aT}\right),\qquad
\frac{dN_f}{da}=nAT e^{-aT}>0 .
$$

Total absorption therefore rises for every finite $a$, whatever happens to $N_b$.

## From mean count to noise

Assume that the number of photons arriving over area $A$ is Poisson distributed with mean $\mu=nA$, and that each is absorbed in the box independently with probability $q=N_b/\mu$. The probability of $k$ absorptions is a sum over the number $j$ of arrivals:

$$
\begin{aligned}
P(k)&=\sum_{j=k}^{\infty}e^{-\mu}\frac{\mu^j}{j!}
\frac{j!}{k!(j-k)!}q^k(1-q)^{j-k}\\
&=e^{-\mu}\frac{(\mu q)^k}{k!}
\sum_{i=0}^{\infty}\frac{[\mu(1-q)]^i}{i!}\\
&=e^{-\mu q}\frac{(\mu q)^k}{k!}.
\end{aligned}
$$

The second line uses $i=j-k$; the last sums the exponential series. The absorbed count is again Poisson, with mean and variance $N_b$. Its relative standard deviation is $1/\sqrt{N_b}$, so bottom photon noise rises exactly when $N_b$ falls.

## Where the balance turns

Take the logarithm of $N_b$ and differentiate at fixed $n$, $A$, $T$ and $d$:

$$
\begin{aligned}
\frac{d\ln N_b}{da}
&=-(T-d)+\frac{d\,e^{-ad}}{1-e^{-ad}}\\
&=\frac{d}{e^{ad}-1}-(T-d).
\end{aligned}
$$

The positive term is capture and the negative term is shading. Capture falls steadily from infinity at $a\to0$ to zero at large $a$, while the shading term is constant. They therefore balance at one value $a_*$, which is a maximum of $N_b$:

$$
e^{a_*d}=1+\frac{d}{T-d}=\frac{T}{T-d},
\qquad
a_*=\frac1d\ln\frac{T}{T-d}.
$$

Below $a_*$, a small increase of absorption reduces bottom noise; a large step can overshoot the maximum and end with fewer counts. Above $a_*$, any increase of absorption raises bottom noise.

For a thin box, expanding $-\ln(1-d/T)/d$ gives

$$
a_*=\frac1T+\frac{d}{2T^2}+\cdots .
$$

The turning point is then near $aT=1$, where the film absorbs $1-e^{-1}$, or about 63 %, of the light. In the opposite limit, $d\to T$, the optimum goes to infinity. The box has become the whole film, nothing lies above it to cast a shadow, and the penalty disappears.

## A finite change of resist

Replacing one resist by another is a finite step, from $a_1$ to $a_2>a_1$. The absorbed density at depth $z$ falls if

$$
a_2e^{-a_2z}<a_1e^{-a_1z}
\quad\Longleftrightarrow\quad
z>z_c=\frac{\ln(a_2/a_1)}{a_2-a_1}.
$$

The stronger absorber gains photons above $z_c$ and loses them below. If $z_c<T$, the gain minus the loss is the change of total absorption, $e^{-a_1T}-e^{-a_2T}$ per incident photon. This is positive, so the upper gain exceeds the lower loss.

For the box, write $N_b=nAe^{-aT}(e^{ad}-1)$. The new count is smaller than the old one if

$$
e^{-(a_2-a_1)T}\,\frac{e^{a_2d}-1}{e^{a_1d}-1}<1 .
$$

Taking logarithms and dividing by the positive difference $a_2-a_1$ gives

$$
T>T_c=\frac{1}{a_2-a_1}
\ln\frac{e^{a_2d}-1}{e^{a_1d}-1}.
$$

The same change of chemistry can thus help a thin film and harm a thick one.

## From count noise to edge noise

Let the relative image near an edge at $x=0$ be $1-m\sin(kx)$, with modulation $m$, pitch $p$ and $k=2\pi/p$. Take a box of width $w$ in both lateral directions, so $A=w^2$, and let $n$ be the fluence at the edge. Averaging the image over the box uses

$$
\frac1w\int_{x-w/2}^{x+w/2}\sin(kx')\,dx'
=s\sin(kx),\qquad
s=\frac{\sin(\pi w/p)}{\pi w/p}.
$$

The mean count in a box centred at $x$ is $N_b[1-ms\sin(kx)]$. Attenuation multiplies the image by the same factor at every $x$, so it does not alter the relative slope.

The development threshold is now re-tuned for each resist to equal $N_b$, which puts the bottom edge of the mean count at $x=0$ at the fixed dose. If the count fluctuates by $\delta N$, the displaced edge satisfies, for small $kx$,

$$
N_b(1-msk\,x)+\delta N=N_b .
$$

Hence $x=\delta N/(N_bS)$ with $S=msk$. Since $\delta N$ has standard deviation $\sqrt{N_b}$,

$$
\sigma_x=\frac{1}{S\sqrt{N_b}}.
$$

This linear result requires $\sigma_x$ to be small compared with $w$ and $1/k$.

## Three resists in a 60 nm film

Take light of wavelength 13.5 nm, with photon energy 91.84 eV, and an edge dose of 30 mJ/cm². Since 1 mJ/cm² is 62.42 eV/nm², the incident fluence is

$$
n=\frac{30\times62.42}{91.84}=20.39\ \text{nm}^{-2}.
$$

The box is 10 nm wide in both lateral directions and 5 nm high, so 2039 photons arrive above it on average. The pitch is 64 nm and $m=0.8$, which gives $S=0.0754$ nm⁻¹.

At 20 µm⁻¹ the exponents are $a(T-d)=1.1$ and $ad=0.1$:

$$
N_b=2039\,e^{-1.1}(1-e^{-0.1})
=2039\times0.03168=64.6 .
$$

At 40 µm⁻¹ both exponents double:

$$
N_b=2039\,e^{-2.2}(1-e^{-0.2})
=2039\times0.02009=41.0 .
$$

With 5 µm⁻¹ included, the comparison is:

| $a$ (µm⁻¹) | Film absorbs | $N_b$ | Bottom noise | $\sigma_x$ (nm) |
|---:|---:|---:|---:|---:|
| 5 | 25.9 % | 38.2 | 16.2 % | 2.14 |
| 20 | 69.9 % | 64.6 | 12.4 % | 1.65 |
| 40 | 90.9 % | 41.0 | 15.6 % | 2.07 |

The first step, from 5 to 20 µm⁻¹, helps the bottom: its crossover thickness is 94.9 nm, and the film is thinner. The second step harms it, because its crossover thickness is 37.2 nm. The optimum for this film and box is 17.4 µm⁻¹, so the middle resist is already slightly past it.

In the second step, capture improves by a factor of 1.905, but shading leaves 0.333 of the former light at the top of the box. The product is 0.634, and the noise grows by $1/\sqrt{0.634}=1.256$. Meanwhile the relative noise of the whole column's count falls from 2.65 % to 2.32 %. Per 100 incident photons, the film gains 25.0 above a depth of 34.7 nm and loses 4.0 below it. The net gain of 21.0 is the rise in total absorption.

The linear edge formula was compared with simulated Poisson exposures, in which a sliding box was read against the threshold. At this dose the sliding count crosses the threshold downward about twice per exposure, so the edge needs a definition. Taking it from the total length above threshold, the simulated edge noise was 2.10, 1.64 and 2.02 nm, in the order of the table, with a sampling error of about 0.02 nm; these values lie within 3 % of the linear ones. Taking it at the first downward crossing gives about 2.29, 1.70 and 2.21 nm, up to 7 % above them. Either way the middle resist has the lowest bottom edge noise.

## Why rare failures react more strongly

At the centre of the bright region the mean count is $rN_b$, with $r=1+ms=1.768$. Call it a failure if the actual count $X$ there does not exceed the threshold $N_b$. For any $t>0$, the quantity $e^{t(N_b-X)}$ is at least 1 when $X\le N_b$ and positive otherwise, so its mean bounds the failure probability. For a Poisson count, $\langle e^{-tX}\rangle=\exp[rN_b(e^{-t}-1)]$, and therefore

$$
P(X\le N_b)\le
\exp\left[tN_b+rN_b(e^{-t}-1)\right].
$$

The exponent is smallest when $N_b-rN_be^{-t}=0$, or $t=\ln r$. Substitution gives

$$
P(X\le N_b)\le\exp[-N_b(r-1-\ln r)].
$$

The bottom count stands in the exponent, whereas edge noise depends on its square root. Here $r-1-\ln r=0.198$, and the bounds are $2.8\times10^{-6}$ at 20 µm⁻¹ and $3.0\times10^{-4}$ at 40 µm⁻¹. The Poisson probabilities themselves are $2.2\times10^{-7}$ and $2.3\times10^{-5}$ per box, a ratio of about one hundred. A 26 % rise in relative noise accompanies a hundredfold rise in failures.

That ratio should not be read finely. A count is an integer, so the threshold is in effect rounded down. Near the threshold, neighbouring Poisson probabilities differ by a factor of about $r$, and rounding can shift a failure probability by nearly that much. A dose change of ±2 % moves the ratio between about 90 and 220. These are also probabilities for one bottom box, not defect rates per wafer.

## If the threshold is fixed instead

Suppose that the chemistry fixes the absorbed count needed at the edge, and the dose is adjusted to supply it. Then $N_b$ is the same for every resist, and so is the bottom photon noise. The penalty moves to the dose, which must vary as the inverse of the absorbed fraction $q$. To match the 64.6 counts of the middle resist, the strongest absorber needs

$$
30\times\frac{3.168}{2.009}=47.3\ \text{mJ/cm}^2,
$$

and the weakest needs 50.7 mJ/cm². A statement about absorption and noise is therefore incomplete until it says whether dose or threshold is held fixed.

## What the box model leaves out

**Oblique light.** At numerical aperture 0.33, the most oblique ray has a path longer by $1/\sqrt{1-0.33^2}=1.059$ if refraction is ignored. Replacing $a$ by $1.059a$ lowers the count ratio between the two stronger absorbers from 0.634 to 0.592. Refraction into a film of real index 0.95 bends the ray away from the normal, giving a path factor of 1.066 and a ratio of 0.588. Less oblique rays change it less.

**Reflection.** With rough real refractive indices of 0.95 for the film and 0.999 for a silicon-like substrate, the reflected wave changes the two bottom counts by 0.5 % and −0.1 %. The ratio becomes 0.630. This assumes the same real index for both resists; with 0.90 for the stronger absorber the ratio is 0.634.

**Electron spread.** Photons absorbed higher up can affect the bottom through the electrons they release. Give an absorption at depth $z$ the weight $v(z)=e^{-(T-z)/\ell}$, with $\ell=3$ nm. Independent Poisson counts in thin layers add their means and variances, so the signal has mean $nA\int_0^T a e^{-az}v\,dz$ and variance $nA\int_0^T a e^{-az}v^2\,dz$. The mean squared divided by the variance acts as an effective count. Its ratio is 0.666, and the optimum is 18.1 µm⁻¹. This weight replaces the box instead of blurring it, so $\ell$ takes over the role of the box height: at $\ell=0.3$ nm the ratio is 0.608, near the thin-box value. Blurring the 5 nm box with a symmetric exponential kernel of range 3 nm gives 0.679 and an optimum of 18.4 µm⁻¹. The result depends on the assumed range: $\ell=5$ nm gives 0.72 to 0.73. Electrons from the substrate are not included.

**Electron yield and finite chemistry.** Let each photon release a Poisson number of electrons with mean $g$. For $N$ absorbed photons, the electron number has mean and variance $gN$. Averaging over $N$ gives total variance $gN_b+g^2N_b$, hence relative variance $(1+1/g)/N_b$. Let the electrons convert a mean fraction $\phi$ of $M$ reactive sites, with conversion probability proportional to the electron number. Binomial selection adds $(1-\phi)/(M\phi)$, apart from a correction smaller than the electron term by a factor $M$:

$$
\left(\frac{\sigma_C}{C}\right)^2\simeq
\frac{1+1/g}{N_b}+\frac{1-\phi}{M\phi},
$$

where $C$ is the mean number of converted sites. With $g=3$, $M=500$ and $\phi=0.3$ for both resists, the noise rises from 15.9 % to 19.3 %. The ratio is 1.213 instead of 1.256: the site noise, equal in both resists, dilutes the photon penalty. Equal $\phi$ requires 0.77 conversions per electron in one resist and 1.22 in the other. If conversion saturates as $1-e^{-cE}$ in the electron number $E$, with $c$ set for the same $\phi$, the noise is 13.8 % and 16.5 % and the ratio is 1.20. The failure probabilities above contain photon noise alone.

**The vertical dose gradient.** This is the most serious of the omissions examined here. The top box receives $e^{a(T-d)}$ times the bottom count. At the centre of the dark space the relative image is $1-ms=0.232$, so the top count there, divided by the bottom threshold, is

$$
(1-ms)e^{a(T-d)} .
$$

It equals 0.31, 0.70 and 2.09 for the three resists. At 40 µm⁻¹ the top of the dark space passes the threshold. A negative-tone resist would tend to bridge there, and a positive-tone resist to lose its top. With the threshold set at the bottom, this film would not print a clean profile. Its 2.07 nm therefore describes the latent bottom edge, not a finished feature. The mean top dark count reaches the threshold at 26.6 µm⁻¹. Even at 20 µm⁻¹ the edge near the top is displaced by 10.7 nm, of the 16 nm to the centre of the dark space, and the top dark box exceeds the threshold with probability $2.9\times10^{-3}$, about $10^4$ times the bottom failure probability. At 5 µm⁻¹ the displacement is 3.2 nm and the probability $2.4\times10^{-10}$. The middle resist is best for the bottom edge only, not for the whole profile.

## How this sits beside real films

As rough values, 5 µm⁻¹ represents an organic chemically amplified resist and 20 µm⁻¹ a tin-oxide resist. The value 40 µm⁻¹ is a hypothetical heavier loading. A 60 nm film is thick for a tin-oxide resist; about 20 to 40 nm is more usual. At 20 µm⁻¹ such films have $aT$ between 0.4 and 0.8, below the turning point, so a small increase of absorption still lowers bottom photon noise in this model. Doubling the coefficient to 40 µm⁻¹ would help up to 37.2 nm and hurt beyond it.

The absolute noise depends on the chosen box: a larger lateral area collects more photons. The count ratio between resists does not depend on that area, but it does depend on film thickness and box height. The sized corrections to photon transport and electron spread, taken one at a time and with an electron range of 3 nm, leave it between about 0.58 and 0.68; a range of 5 nm raises it to about 0.73. The vertical gradient does not merely shift this number; it can invalidate the assumption of a printable edge. The main values are in the numerical output below.

## Computed results

```
Wavelength 13.5 nm; photon energy 91.84 eV
Film 60 nm; box 10 x 10 x 5 nm; pitch 64 nm
Image modulation 0.8; edge dose 30 mJ/cm2
Incident photons at edge: 20.39 per nm2, 2039 per box
Box-averaged log slope 0.0754 per nm
Box-averaged image: bright 1.768, dark 0.232 (edge = 1)
RESIST a = 5 per um; a*T = 0.30
  film absorbs 25.9 % of incident photons
  bottom box absorbs 1.875 %
  mean counts: film column 528, bottom 38.2
  relative noise: film 4.35 %, bottom 16.17 %
  edge noise: linear 2.14 nm, simulated 2.10 nm
  defect probability per box 6.33e-05; bound 5.10e-04
  dose for equal bottom count 50.7 mJ/cm2
  top dark count / bottom threshold 0.31
RESIST a = 20 per um; a*T = 1.20
  film absorbs 69.9 % of incident photons
  bottom box absorbs 3.168 %
  mean counts: film column 1425, bottom 64.6
  relative noise: film 2.65 %, bottom 12.44 %
  edge noise: linear 1.65 nm, simulated 1.64 nm
  defect probability per box 2.18e-07; bound 2.75e-06
  dose for equal bottom count 30.0 mJ/cm2
  top dark count / bottom threshold 0.70
RESIST a = 40 per um; a*T = 2.40
  film absorbs 90.9 % of incident photons
  bottom box absorbs 2.009 %
  mean counts: film column 1854, bottom 41.0
  relative noise: film 2.32 %, bottom 15.63 %
  edge noise: linear 2.07 nm, simulated 2.02 nm
  defect probability per box 2.33e-05; bound 2.98e-04
  dose for equal bottom count 47.3 mJ/cm2
  top dark count / bottom threshold 2.09
Best a: box 17.40 per um, thin-box limit 16.67 per um
Crossover thickness 5 to 20 per um: 94.9 nm
Crossover thickness 20 to 40 per um: 37.2 nm
CHANGE FROM 20 TO 40 per um
  capture factor 1.905, shading factor 0.333
  bottom count ratio 0.634, noise ratio 1.256
  defect probability ratio 107
  local absorption falls below depth 34.7 nm
  per 100 incident: gain above 25.0, loss below 4.0 photons
NEGLECTED EFFECTS, same change
  NA 0.33: path factor 1.059, count ratio 0.592
  real indices: film 0.95, substrate 0.999
  standing wave changes counts by 0.5 % and -0.1 %; ratio 0.630
  electron range 3 nm: effective count ratio 0.666
  best a with electron spread 18.1 per um
  3 electrons per photon; 500 sites per box; converted fraction 0.3
  total relative noise 15.9 % to 19.3 %; ratio 1.213
```
